# The first-order error of an LDA pseudopotential in a PBE calculation, part 2

An LDA pseudopotential is kept fixed while the valence calculation switches to PBE. We seek the resulting error in energy differences, in Hartree atomic units, for a spherical atom with shells $i=(n,l)$, occupations $f_i$, radial functions $u_i$ and levels $\varepsilon_i$. Functional $A$ is LDA, $B$ is PBE, $D=E_{xc}^B-E_{xc}^A$ and $E_{xc}^\lambda=E_{xc}^A+\lambda D$.

The all-electron (AE) density is $n=n_c+n_v$, core plus valence; $n_c^0$ is the LDA core of the reference configuration $0$. The pseudo-orbital $\tilde u_l$ equals $u_l$ outside $r_c$, has the same norm inside, and has the AE eigenvalue in $V_l^{\rm scr}$. The pseudo density is $\tilde n$, and unscreening gives

$$V_l^{{\rm ion},A}=V_l^{{\rm scr},A}-V_H[\tilde n^{0}]-v_{xc}^A[\tilde n^{0}].\tag{1}$$

"Mix" uses this fixed potential with $E_{xc}^\lambda$; "con" generates and uses its potential in PBE. With $\Delta_XF=F(X)-F(0)$ and $\tau_A=\Delta_XE_{\rm mix}(0)-\Delta_XE_{\rm AE}(0)$,

$${\rm Err}(\lambda)=\Delta_XE_{\rm mix}(\lambda)-\Delta_XE_{\rm AE}(\lambda)-\tau_A,\qquad {\rm Err}(0)=0.\tag{2}$$

The first derivation starts from

$$E(\lambda)=\sum_i f_i\langle u_i|\,t_l+V_l\,|u_i\rangle+E_H[n]+E_{xc}^A[n]+\lambda D[n],\tag{4}$$

with $t_l$ the radial kinetic operator and $V_l$ independent of $\lambda$. Self-consistent orbitals make it stationary:

$$\delta E=\sum_i2f_i\,\varepsilon_i\langle\delta u_i|u_i\rangle=\sum_if_i\,\varepsilon_i\,\delta\langle u_i|u_i\rangle=0,\tag{5}$$

$$\frac{dE_{\rm AE}}{d\lambda}=D[n_\lambda],\qquad\frac{dE_{\rm mix}}{d\lambda}=D[\tilde n_\lambda].\tag{6}$$

$${\rm Err}(1)=\int_0^1\Delta_X\{D[\tilde n_\lambda]-D[n_\lambda]\}\,d\lambda.\tag{7}$$

To first order ${\rm Err}(\lambda)=\lambda\delta_1$, with LDA densities in

$$\delta_1=\Delta_X\{D[\tilde n]-D[n]\},\tag{3}$$

$$\delta_1=-\Delta_X(C+P+R).\tag{8}$$

Here $C=D[n_c^0+n_v]-D[n_c^0]-D[n_v]$ (core–valence), $P=D[n_v]-D[\tilde n]$ (pseudization) and $R=D[n_c+n_v]-D[n_c^0+n_v]$ (core relaxation).

If the self-consistent state minimizes (4), the trial-state argument, inserting the $\lambda=0$ orbitals at $\lambda=1$, gives $E(1)\le E(0)+D[n_{\lambda=0}]$.

The second derivation uses the symmetric response $\delta n=\chi_0\,\delta v$ and kernel $K=\delta^2(E_H+E_{xc}^A)/\delta n\,\delta n$ to obtain

$$\frac{d}{d\lambda}\big(\varepsilon_i^{\rm mix}-\varepsilon_i^{\rm AE}\big)=\frac{\partial}{\partial f_i}\{D[\tilde n]-D[n]\}.\tag{11}$$

Janak's theorem, $\partial E/\partial f_i=\varepsilon_i$, integrated along a path of fractional occupations, then recovers (3).

### The same shift in the ionic potential

At the reference configuration the level shift can be located in space. The consistent potential obeys (1) with $B$ in place of $A$, so screening it with the reference pseudo density restores $V_l^{{\rm scr},B}$, and $\varepsilon_i^{\rm con}=\varepsilon_i^{{\rm AE},B}$ there. At $\lambda=1$ mix and con use the same functional and differ only in the ionic potential,

$$\delta V_l=V_l^{{\rm ion},A}-V_l^{{\rm ion},B}.$$

For $r>r_c$ this difference follows from AE quantities. There $\tilde u_l=u_l$ at the same eigenvalue, so $V_l^{\rm scr}$ equals the AE potential $-Z/r+V_H[n_c]+V_H[n_v]+v_{xc}[n]$. For a spherical density

$$V_H(r)=\frac1r\int_0^r4\pi r'^2n\,dr'+\int_r^\infty4\pi r'n\,dr'.$$

For $r>r_c$ the second integral sees only $\tilde n=n_v$, and the first is the enclosed charge, equal for both by norm conservation, so $V_H[\tilde n]=V_H[n_v]$. For a GGA with energy density $e(n,\sigma)$, the variation $\delta E=\int(e_n\,\delta n+2e_\sigma\nabla n\cdot\nabla\delta n)\,d^3r$ and one integration by parts give $v_{xc}=e_n-\nabla\cdot(2e_\sigma\nabla n)$. This depends only on the density and its first two derivatives at the point, so $v_{xc}[\tilde n]=v_{xc}[n_v]$ outside $r_c$, and LDA is the case $e_\sigma=0$. Equation (1) becomes $V_l^{\rm ion}=-Z/r+V_H[n_c]+v_{xc}[n]-v_{xc}[n_v]$, and subtracting the two functionals, each with its own reference densities,

$$\delta V(r>r_c)=V_H[n_c^A-n_c^B]+\big(v^A_{xc}[n^A]-v^A_{xc}[n_v^A]\big)-\big(v^B_{xc}[n^B]-v^B_{xc}[n_v^B]\big),\tag{12}$$

the same for all $l$. The brackets are the core–valence potentials of the two functionals. The Hartree term is also first order in $\lambda$, but $\delta n_c=n_c^A-n_c^B$ carries no net charge. The charge inside $r$ is then minus the charge outside, and

$$V_H[\delta n_c](r)=-\int_r^\infty4\pi r'^2\,\delta n_c(r')\Big(\frac1r-\frac1{r'}\Big)dr',$$

which involves only the core tail beyond $r$. Inside $r_c$ no such formula exists, and $\delta V_l$ depends on $l$ and on how $\tilde u_l$ was built.

The energy follows from (5) with a new parameter. Put $V_l(\mu)=V_l^{{\rm ion},B}+\mu\,\delta V_l$, so that $\mu=0$ is con and $\mu=1$ is mix. Then $dE/d\mu=T(\mu)=\sum_if_i\langle\tilde u_i^\mu|\delta V_l|\tilde u_i^\mu\rangle$, and the trial-state argument gives $E_{\rm mix}-E_{\rm con}\le T(0)$, with a remainder of second order in $\delta V$. Expanding $T(\mu)=T_0+T_1\mu+T_2\mu^2$, the integral over $\mu$ is $T_0+T_1/2+T_2/3$ and the average of the end values is $T_0+T_1/2+T_2/2$, so that average is wrong only by $T_2/6$, of third order. Janak's theorem applied to both energies gives, at the reference and to first order in $\delta V$,

$$\varepsilon_i^{\rm mix}-\varepsilon_i^{{\rm AE},B}=\frac{\partial T(0)}{\partial f_i}=\langle\tilde u_i|\delta V_l|\tilde u_i\rangle+\sum_jf_j\frac{\partial}{\partial f_i}\langle\tilde u_j|\delta V_{l_j}|\tilde u_j\rangle.\tag{13}$$

Provided the construction varies smoothly with the functional, $\delta V_l$ is of first order in $\lambda$, and (13) and (11) are the same number to that order. The bare matrix element is only the first term of (13). The second is the valence screening of $\delta V$.

For finite changes of occupation the trace measures a different quantity from ${\rm Err}$. With $\tau_B=\Delta_XE_{\rm con}-\Delta_XE_{\rm AE}(1)$, definition (2) gives $\Delta_XE_{\rm mix}(1)=\Delta_XE_{\rm AE}(1)+{\rm Err}(1)+\tau_A$, and subtracting $\Delta_XE_{\rm con}=\Delta_XE_{\rm AE}(1)+\tau_B$,

$$\Delta_X(E_{\rm mix}-E_{\rm con})={\rm Err}(1)+\tau_A-\tau_B.\tag{14}$$

By Janak's theorem $\partial\tau/\partial f_i=\varepsilon_i^{\rm ps}-\varepsilon_i^{\rm AE}$, which is zero at the reference for both functionals, so $\tau_A-\tau_B$ is of order $\lambda\,\delta f^2$. The trace and $\delta_1$ agree at order $\lambda\,\delta f$ and can part beyond it.

## What each derivation assumes

Both derivations need self-consistent densities, a pseudopotential held fixed as $\lambda$ varies, and solutions differentiable in $\lambda$ at zero. Equation (7) needs differentiability up to $\lambda=1$. A change in the character of the solution along the way, such as a level that ceases to be bound, breaks the expansion.

The first derivation needs stationarity only in the two end configurations. It uses no property of $V_l$ besides symmetry and independence of $\lambda$, so it holds for a separable form of the potential as well. It does not use norm conservation, spherical symmetry or the semilocal character of $D$, so (3) carries over to energy differences between an atom and a molecule or solid at fixed nuclear positions and fixed occupations. It gives all orders through (7). It gives no spatial picture beyond the integrands of $C$, $P$ and $R$, and that split is a choice, in which $C$ and $P$ separately depend on $D[n_v]$.

The second derivation needs more: bound, non-degenerate radial levels and an invertible $1-\chi_0K$ at every fractional occupation along the path, and an existing second derivative $K$. The level formula (11) rests on the symmetry of $\chi_0$ and $K$ and makes no use of the total energy, while the step to energy differences uses stationarity once more through Janak's theorem. The last part adds norm conservation and semilocality for (12), and eigenvalue matching at the reference for both (12) and (13). For a hybrid functional (12) has no analogue, because the exchange operator is not fixed by the density near the point, while the first derivation goes through with $D$ read as a functional of the orbitals. In return the second route gives level shifts and shows which region of the ionic potential produces them.

## Sodium and silicon

The numbers come from the numerical check. It solves the AE and pseudo-atoms on a logarithmic grid of 1182 points and builds Troullier–Martins $s$ and $p$ potentials for Na (reference $3s^1$, $r_c=2.61$ bohr) and Si (reference $3s^23p^2$, $r_c=1.905$ bohr). The excitations are spherical, spin-unpolarized and non-relativistic, and are not measured ionization or promotion energies. Every term that contains $\tilde n$ depends on $r_c$ and on the construction. The program tests (6) for each atom, configuration and scheme against central differences of self-consistent energies at $\lambda=\pm0.05$ (tolerance $10^{-5}$ Ha), (3) against the slope of ${\rm Err}$ and (7) by Simpson's rule at $\lambda=0,\tfrac12,1$ (both $3\times10^{-6}$ Ha), (11) for the occupied shells by independent differences in $\lambda$ and $f$ ($10^{-5}$ Ha), and (12) pointwise for $1.15\,r_c<r<8$ bohr ($5\times10^{-6}$ Ha). It also tests the reference eigenvalues, both inequalities, and the gain from averaging the trace. Of the split (8), only the sum is tested, and the screening term of (13) is not computed.

Sodium ionization can be followed by hand. In the reference, $D[n]=-725.887$, $D[n_c^0]=-726.636$ and $D[\tilde n]=-2.440$ mHa, so $C+P=-725.887+726.636+2.440=3.189$ mHa, made of $C=4.378$ and $P=-1.189$ mHa. In Na$^+$ the valence density is zero, so $C=P=0$, $\Delta_XC=-4.378$ and $\Delta_XP=+1.189$ mHa. The core relaxation gives $\Delta_XR=-0.169$ mHa. Then (8) gives $\delta_1=4.378-1.189+0.169=3.358$ mHa, or 91 meV, and the self-consistent value from (2) is $186.725-188.897+5.568=3.396$ mHa, or 92 meV. The table lists all four cases in mHa.

| Excitation | $-\Delta C$ | $-\Delta P$ | $-\Delta R$ | $\delta_1$ | Err(1) |
|---|---|---|---|---|---|
| Na $3s^1\to3s^0$ | 4.38 | −1.19 | 0.17 | 3.36 | 3.40 |
| Na $3s^1\to3p^1$ | 3.37 | −0.70 | 0.19 | 2.86 | 2.89 |
| Si $\to3s^13p^3$ | 3.79 | −2.93 | 0.24 | 1.10 | 1.19 |
| Si $\to3s^23p^1$ | 3.03 | −0.25 | 0.22 | 2.99 | 2.90 |

In the same order $\delta_1$ is 91, 78, 30 and 81 meV and ${\rm Err}(1)$ is 92, 79, 32 and 79 meV. Relative to ${\rm Err}(1)$, the first-order value is low by 1%, 1% and 8% in the first three cases and high by 3% in the last, which shows both signs of the remainder.

The term $-\Delta_XC$ is the largest in every case and has the sign of $\delta_1$, but alone it is $1.30$, $1.18$, $3.46$ and $1.01$ times $\delta_1$. For the $s\to p$ promotion in silicon, pseudization cancels $2.93$ of its $3.79$ mHa. The combination $-\Delta_X(C+P)$ is $3.19$, $2.67$, $0.86$ and $2.77$ mHa, short of $\delta_1$ by the core relaxation, which is 5%, 7%, 22% and 7% of $\delta_1$. "The error is the difference in core–valence exchange-correlation" therefore reproduces $\delta_1$ to about $0.2$ mHa, and ${\rm Err}(1)$ to between $0.12$ and $0.33$ mHa, in these cases when that difference is referred to the pseudo valence density. $|\Delta_XP|$ is small in the one case where the $3s$ occupation does not change. The program does not resolve $P$ by shell, so the cause is not established here.

The level errors at the reference are, first order (11) against full PBE, $-3.86$ and $-3.74$ mHa for Na $3s$, $-2.63$ and $-2.62$ mHa for Si $3s$, and $-1.43$ and $-1.36$ mHa for Si $3p$. The LDA pseudopotential binds these PBE levels too strongly. The bare matrix elements $\langle\delta V_l\rangle$ are $-5.66$, $-8.88$ and $-6.18$ mHa, or $1.5$, $3.4$ and $4.5$ times the full shifts. For the empty Na $3p$ level the bare value is $-1.96$ mHa and the actual shift $-27.510+27.422=-0.09$ mHa. By (13) the gap is the screening term plus second-order terms, and the bare element is not a usable estimate of the level shift. Its spatial split differs between the atoms. For Na $3s$, $-5.664=-2.225-3.438-0.001$ mHa (inside $r_c$, outer exchange-correlation, outer core Hartree), so about 61% comes from the construction-independent form (12). For Si $3s$ the outer part is about $-0.52$ of the $-8.88$ mHa, or 6%. The printed splits ($-2.086$ and $-3.577$ mHa for Na, $-8.33$ and $-0.55$ mHa for Si) count the grid point at $r_c$ wholly as outside, which overstates the outer part by $0.14$ and $0.03$ mHa and leaves the totals unchanged. The outer core-Hartree term is about $0.001$ mHa or smaller in magnitude for each of the four levels.

In the three cases whose reference slopes were computed, linearizing in the occupations is less accurate than linearizing in $\lambda$, clearly so for the two ionizations and only marginally for the Si promotion. The estimate $\sum_i\delta f_i\,\partial_{f_i}\{D[\tilde n]-D[n]\}$ from the reference slopes is $3.86$ mHa against $\delta_1=3.36$ for Na ionization, $2.63-1.43=1.20$ against $1.10$ for Si promotion, and $1.43$ against $2.99$ for Si ionization. In the last case the mean slope along the path is twice the initial one, so the path integral of the second derivation cannot be replaced by its first point.

Equation (14) matters for sodium, where the transferability errors without a core correction are large. For ionization $\tau_A=-5.57$ and $\tau_B=-8.00$ mHa, so mix minus con is $3.40-5.57+8.00=5.83$ mHa, close to the trace estimate $5.66$ mHa and far from $\delta_1$. Both pseudo energies vanish in Na$^+$, so this says $E_{\rm mix}-E_{\rm con}=-5.83$ mHa in the reference against $T(0)=-5.66$ mHa, a remainder of $-0.16$ mHa with the required sign. Measured against AE PBE, the mixed calculation errs by $\tau_A+{\rm Err}(1)=-2.17$ mHa and the consistent one by $-8.00$ mHa. For $3s\to3p$ the figures are $-1.92+2.89=+0.97$ and $-2.75$ mHa. The mixed scheme is the closer one for sodium: $|\tau_A|$ is already smaller than $|\tau_B|$ in both cases, and ${\rm Err}$ and $\tau_A$ have opposite signs and partly cancel. Nothing in (2) or (3) ties the two together, and in silicon the order is reversed: $|\tau_A|$ and $|\tau_B|$ stay below $0.17$ mHa, the mixed errors are $1.05$ and $2.73$ mHa, and the consistent ones are $-0.12$ and $-0.02$ mHa.

## With a nonlinear core correction

If the exchange-correlation energy of the pseudo-atom is evaluated on $\tilde n_c+\tilde n$ with a fixed model core $\tilde n_c$, and (1) is unscreened with $v_{xc}^A[\tilde n_c+\tilde n^0]$, the last term of (4) becomes $\lambda D[\tilde n_c+\tilde n]$. The argument (5) is unchanged since $\tilde n_c$ is fixed, and

$$\delta_1^{\rm NLCC}=\Delta_X\{D[\tilde n_c+\tilde n]-D[n]\}.$$

For the full core, $\tilde n_c=n_c^0$, adding and subtracting $D[n_c^0+n_v]$ gives $\delta_1^{\rm NLCC}=-\Delta_X(P'+R)$ with $P'=D[n_c^0+n_v]-D[n_c^0+\tilde n]$. The term $C$ is gone, and pseudization survives, now evaluated on top of the core. The formula is tested against the $\lambda$ slope to $3\times10^{-6}$ Ha.

In the order of the table, $\delta_1^{\rm NLCC}$ is $-0.72$, $-0.53$, $-1.98$ and $+0.22$ mHa, and the full errors are $-0.68$, $-0.51$, $-1.93$ and $+0.20$ mHa. In three cases the magnitude of ${\rm Err}(1)$ falls, from $3.40$ to $0.68$, from $2.89$ to $0.51$ and from $2.90$ to $0.20$ mHa, and for sodium ionization $\tau_A$ falls in magnitude from $5.57$ to $0.49$ mHa. For silicon promotion the magnitude rises from $1.19$ to $1.93$ mHa and the sign changes. Solving for $\Delta_XP'=-\delta_1^{\rm NLCC}-\Delta_XR$ gives $1.98+0.24=2.22$ mHa for that case, against $0.89$, $0.72$ and $0.00$ mHa for Na ionization, Na promotion and Si ionization. Without the correction a pseudization term of $2.93$ mHa was offset by $\Delta_XC$, and the full core removes the offset while leaving $2.22$ mHa. Restoring the core density in the functional does not by itself make an LDA pseudopotential valid in PBE. These values hold for the full core. A smoothed partial core changes $D[\tilde n_c+\tilde n]$ inside its matching radius and was not computed.

## Numbers as computed

```
grid: 1182 points, log step 0.015, r = 1e-06 to 49.4 bohr
steps: dlam = 0.05, df = 0.02; 1 mHa = 27.2114 meV
== Na: ref 3s1 3p0, rc = 2.6104 bohr, E_AE LDA -161.43618, PBE -162.16459 Ha
3s eps: AE LDA -0.103473, AE PBE -0.100720, mix -0.104456 Ha
3s <dV> -5.6643 = in -2.0863 + out xc -3.5770 + out core H -0.0010 mHa
3s eps error: first order -3.8638, slope -3.8638, full -3.7370 mHa
3p eps: AE LDA -0.028544, AE PBE -0.027422, mix -0.027510 Ha
3p <dV> -1.9561 = in -0.6096 + out xc -1.3462 + out core H -0.0003 mHa
ref: D[n] -725.887, D[nc0] -726.636, D[nt] -2.440, C 4.378, P -1.189 mHa
-- X = 3s0 3p0: Delta E AE LDA 0.189772, AE PBE 0.188897, mix 0.186725, con 0.180896 Ha
tauA -5.5679, tauB -8.0012 mHa
Delta C -4.3778, Delta P 1.1891, Delta R -0.1687 mHa
delta1 3.3575 mHa = 91.36 meV; slope 3.3575 mHa
Err(1) 3.3959 mHa = 92.41 meV; Simpson 3.3959 mHa
mix-con 5.8291, Delta Tr(rho dV) 5.6643 mHa
full-core NLCC: tauA 0.4944, delta1 -0.7179, Err(1) -0.6780 mHa
-- X = 3s0 3p1: Delta E AE LDA 0.077558, AE PBE 0.076253, mix 0.077220, con 0.073504 Ha
tauA -1.9228, tauB -2.7487 mHa
Delta C -3.3654, Delta P 0.6965, Delta R -0.1861 mHa
delta1 2.8550 mHa = 77.69 meV; slope 2.8550 mHa
Err(1) 2.8903 mHa = 78.65 meV; Simpson 2.8903 mHa
mix-con 3.7162, Delta Tr(rho dV) 3.6604 mHa
full-core NLCC: tauA 0.1602, delta1 -0.5304, Err(1) -0.5102 mHa
== Si: ref 3s2 3p2, rc = 1.9050 bohr, E_AE LDA -288.19373, PBE -289.20275 Ha
3s eps: AE LDA -0.398117, AE PBE -0.395731, mix -0.398351 Ha
3s <dV> -8.8843 = in -8.3338 + out xc -0.5501 + out core H -0.0004 mHa
3s eps error: first order -2.6292, slope -2.6291, full -2.6204 mHa
3p eps: AE LDA -0.153310, AE PBE -0.150317, mix -0.151679 Ha
3p <dV> -6.1761 = in -5.7449 + out xc -0.4309 + out core H -0.0003 mHa
3p eps error: first order -1.4335, slope -1.4334, full -1.3616 mHa
ref: D[n] -1005.935, D[nc0] -1015.758, D[nt] -21.614, C 48.747, P -17.310 mHa
-- X = 3s1 3p3: Delta E AE LDA 0.248070, AE PBE 0.248383, mix 0.249436, con 0.248265 Ha
tauA -0.1323, tauB -0.1175 mHa
Delta C -3.7892, Delta P 2.9315, Delta R -0.2378 mHa
delta1 1.0955 mHa = 29.81 meV; slope 1.0955 mHa
Err(1) 1.1856 mHa = 32.26 meV; Simpson 1.1856 mHa
mix-con 1.1708, Delta Tr(rho dV) 1.2079 mHa
full-core NLCC: tauA 0.0811, delta1 -1.9806, Err(1) -1.9287 mHa
-- X = 3s2 3p1: Delta E AE LDA 0.287877, AE PBE 0.284841, mix 0.287572, con 0.284820 Ha
tauA -0.1657, tauB -0.0210 mHa
Delta C -3.0259, Delta P 0.2527, Delta R -0.2200 mHa
delta1 2.9932 mHa = 81.45 meV; slope 2.9932 mHa
Err(1) 2.8966 mHa = 78.82 meV; Simpson 2.8966 mHa
mix-con 2.7520, Delta Tr(rho dV) 2.6714 mHa
full-core NLCC: tauA -0.1133, delta1 0.2180, Err(1) 0.2011 mHa
```
